# Yield of chips with clustered fatal defects

**The situation.** A copper wiring stack is early in its production ramp. Its critical area is 1 cm² per chip, summed over the wiring levels, and it collects on average 2 fatal defects per cm². A defect is called fatal if it alone kills the chip, by an open or a short. The count $n$ of fatal defects per chip therefore has mean $\lambda=2$. Its variance over chips is found to be $V=6$. A 300 mm wafer (707 cm²) carries 600 chips. The yield $Y$ is the probability that $n=0$; all other causes of loss are left out. Counts are pure numbers, and the parameters are round values chosen for the exercise.

**The model.** On a given chip the defects fall independently, so that $n$ is Poisson distributed about a rate $x$, the expected count of that chip. The rate varies from chip to chip with the gamma density

$$f(x)=\frac{\beta^{\alpha}}{\Gamma(\alpha)}\,x^{\alpha-1}e^{-\beta x},\qquad \beta=\frac{\alpha}{\lambda},\quad x>0 .$$

The number $\alpha>0$ is the clustering parameter. The symbol $E$ denotes an average over chips.

## Part (a) [4 marks]

Derive the distribution $P(n)$ of the count over all chips.

**Answer.** For fixed $x$ the probability of $n$ defects is $e^{-x}x^n/n!$. Averaging over the rates gives

$$P(n)=\int_0^\infty f(x)\,\frac{e^{-x}x^n}{n!}\,dx=\frac{\beta^\alpha}{\Gamma(\alpha)\,n!}\int_0^\infty x^{n+\alpha-1}e^{-(1+\beta)x}\,dx .$$

The substitution $t=(1+\beta)x$ turns the last integral into $\Gamma(n+\alpha)/(1+\beta)^{n+\alpha}$. Since $\beta=\alpha/\lambda$,

$$\frac{\beta}{1+\beta}=\frac{\alpha}{\lambda+\alpha},\qquad \frac{1}{1+\beta}=\frac{\lambda}{\lambda+\alpha},$$

and therefore

$$P(n)=\frac{\Gamma(n+\alpha)}{n!\,\Gamma(\alpha)}\left(\frac{\lambda}{\lambda+\alpha}\right)^{n}\left(\frac{\alpha}{\lambda+\alpha}\right)^{\alpha}.$$

This is the negative-binomial distribution.

## Part (b) [4 marks]

Express the variance through $\lambda$ and $\alpha$, and infer $\alpha$ from the data. When does the inference fail?

**Answer.** For a Poisson count at fixed $x$, the average of $n$ is $x$. The average of $n(n-1)$ is

$$\sum_{n\ge2}n(n-1)\frac{e^{-x}x^n}{n!}=x^2e^{-x}\sum_{n\ge2}\frac{x^{n-2}}{(n-2)!}=x^2 .$$

Averaging over chips gives $E[n]=E[x]$ and $E[n(n-1)]=E[x^2]$. The gamma density has

$$E[x]=\frac{\Gamma(\alpha+1)}{\Gamma(\alpha)\beta}=\frac{\alpha}{\beta}=\lambda,\qquad E[x^2]=\frac{\alpha(\alpha+1)}{\beta^2}=\lambda^2+\frac{\lambda^2}{\alpha}.$$

Hence

$$V=E[n(n-1)]+E[n]-E[n]^2=\lambda+\frac{\lambda^2}{\alpha}.$$

The first term is the Poisson scatter at a fixed rate. The second is the variance of the rate itself, here $6-2=4$. Solving for the clustering parameter,

$$\alpha=\frac{\lambda^2}{V-\lambda}=\frac{4}{6-2}=1 .$$

The inference needs $V>\lambda$. As $V$ falls towards $\lambda$, $\alpha$ grows without limit and the rates become equal, which is the Poisson case. A variance below the mean cannot come from any mixture of Poisson counts, because the variance of the rate would be negative. This holds for the true variance; in a finite sample with weak clustering the measured variance can fall below the measured mean by chance, and the formula then gives no usable $\alpha$.

## Part (c) [5 marks]

Find the yield and the expected number of good chips per wafer. Compare them with a Poisson law of the same mean, and explain the difference. What becomes of it in a clean process with $\lambda=0.1$, if $\alpha$ is held fixed?

**Answer.** Setting $n=0$ in the result of part (a),

$$Y=\left(\frac{\alpha}{\lambda+\alpha}\right)^\alpha=\left(1+\frac{\lambda}{\alpha}\right)^{-\alpha}=\frac{1}{1+2}=\frac13 .$$

The Poisson law gives $Y_P=e^{-2}=0.135$. The yields are thus 33.3 and 13.5 percent, a ratio of 2.46. Of 600 chips, 200 are expected to be good in the clustered case and 81 in the Poisson case.

For $\alpha=1$ the distribution is $P(n)=2^n/3^{n+1}$. The two laws compare as follows.

| $n$ | clustered | Poisson |
|---|---|---|
| 0 | 0.333 | 0.135 |
| 1 | 0.222 | 0.271 |
| 2 | 0.148 | 0.271 |
| 3 | 0.099 | 0.180 |
| 4 | 0.066 | 0.090 |
| 5 | 0.044 | 0.036 |
| 6 or more | 0.088 | 0.017 |

Clustering moves probability from the middle of the distribution to both ends. The total number of defects is the same, but they sit on fewer chips. Since good chips carry none, a failed chip carries $\lambda/(1-Y)$ on average. This is $2/(2/3)=3$ defects in the clustered case and $2/0.865=2.31$ in the Poisson case. A second defect on a dead chip does no further harm.

For small $\lambda$ at fixed $\alpha$, the two yields expand as

$$Y=1-\lambda+\frac{\alpha+1}{2\alpha}\lambda^2+\dots,\qquad Y_P=1-\lambda+\frac{\lambda^2}{2}+\dots,$$

so $Y-Y_P\approx\lambda^2/(2\alpha)$, provided $\lambda$ is small compared with $\alpha$ as well as with 1. Clustering matters only through chips with two or more defects, and these are rare in a clean process. For $\lambda=0.1$ and $\alpha=1$ the estimate is 0.5 percentage points. The full formulas give 90.9 and 90.5 percent.

## Part (d) [6 marks]

Drop the gamma assumption, but keep the Poisson count at a given rate. Which yields are compatible with $\lambda=2$ and $V=6$? For the upper limit, compare $e^{-x}$ with a quadratic $q(x)$ that equals it at $x=0$ and touches it at $x=4$.

**Answer.** The yield is $Y=E[e^{-x}]$. The data fix $E[x]=2$ and $E[x^2]=E[n(n-1)]=V-\lambda+\lambda^2=8$, but not the shape of the rate distribution.

*Upper limit.* Take any $x>0$ other than 4, and define

$$F(t)=e^{-t}-q(t)-K\,t(t-4)^2,$$

with the constant $K$ chosen so that $F(x)=0$. Then $F$ vanishes at the three points $0$, $4$ and $x$. By Rolle's theorem $F'$ has a zero in each of the two gaps between them, and it also vanishes at $t=4$, where all terms touch. Three zeros of $F'$ imply two of $F''$ and one of $F'''$, at some $\xi>0$. The third derivative of $q$ is zero and that of $t(t-4)^2$ is 6, so $-e^{-\xi}-6K=0$. Inserting $K$ in $F(x)=0$,

$$q(x)-e^{-x}=\frac{e^{-\xi}}{6}\,x(x-4)^2\ge0 .$$

Therefore $Y\le E[q(x)]$. Because $q$ is quadratic, $E[q]$ depends only on $E[x]$ and $E[x^2]$, and can be evaluated with any distribution that has the right moments. Rates 0 and 4 with equal weights will do: they give $E[x]=2$ and $E[x^2]=8$. At these points $q$ equals $e^{-x}$, so

$$Y\le\frac{1+e^{-4}}{2}=0.509 ,$$

and this two-rate distribution reaches the limit.

*Lower limit.* The convex curve $e^{-x}$ lies above its tangent at $x=2$:

$$e^{-x}\ge e^{-2}\,[1-(x-2)],$$

with equality at $x=2$ alone. The average of the right side is $e^{-2}$. Since the rate does vary, $Y>e^{-2}$. No higher limit holds. To see this, take the rates $2-4/s$ and $2+s$ with weights $s^2/(s^2+4)$ and $4/(s^2+4)$, where $s\ge2$. The mean deviation from 2 is $(-4s+4s)/(s^2+4)=0$, and the variance is $(16+4s^2)/(s^2+4)=4$, as required. For large $s$ nearly all chips have a rate close to 2, and the yield tends to $e^{-2}$. A few extremely dirty chips then supply the variance.

The result is

$$e^{-2}<Y\le\tfrac12(1+e^{-4}),$$

or between 13.5 and 50.9 percent. The value of 33.3 percent thus rests on the gamma shape as well as on the two moments. A lognormal rate with the same mean and variance gives 28.3 percent.

## Part (e) [6 marks]

The mean $m$ and variance $s^2$ are measured on $N=600$ chips with independent rates. To leading order in $1/N$, find the standard errors of the inferred $\alpha$ and of the inferred yield. Compare the latter with the error from counting good chips. Could the variance of 6 be a chance result of a Poisson process?

**Answer.** The argument of part (b) extends to higher products: $E[n(n-1)\cdots(n-k+1)]=E[x^k]$. For $\alpha=1$ the rate is exponentially distributed with mean 2, so $E[x^k]=k!\,2^k$, which is 2, 8, 48, 384 for $k=1$ to 4. Writing powers of $n$ through these products,

$$E[n^2]=8+2=10,\qquad E[n^3]=48+3\cdot8+2=74,$$

$$E[n^4]=384+6\cdot48+7\cdot8+2=730 .$$

The central moments follow:

$$\mu_3=74-3\cdot2\cdot10+2\cdot2^3=30,$$

$$\mu_4=730-4\cdot2\cdot74+6\cdot4\cdot10-3\cdot2^4=330 .$$

To leading order $s^2$ is the sample average of $(n-\lambda)^2$, so

$$\mathrm{Var}\,m=\frac{6}{N},\qquad \mathrm{Cov}(m,s^2)=\frac{\mu_3}{N}=\frac{30}{N},\qquad \mathrm{Var}\,s^2=\frac{\mu_4-V^2}{N}=\frac{294}{N}.$$

The estimate is $\hat\alpha=m^2/(s^2-m)$. Its derivatives at $m=2$, $s^2=6$ are

$$\frac{\partial\hat\alpha}{\partial m}=\frac{2m}{s^2-m}+\frac{m^2}{(s^2-m)^2}=\frac54,\qquad \frac{\partial\hat\alpha}{\partial s^2}=-\frac{m^2}{(s^2-m)^2}=-\frac14 .$$

Hence

$$\mathrm{Var}\,\hat\alpha=\frac1N\left[\frac{25}{16}\cdot6-2\cdot\frac{5}{16}\cdot30+\frac{294}{16}\right]=\frac{9}{N}.$$

The standard error is $3/\sqrt{600}=0.12$, so $\alpha$ is known to about 12 percent. A simulation of 4000 such wafers gives a scatter of 0.123, against 0.122 from the formula.

For the yield, note first that $\mathrm{Cov}(m,\hat\alpha)=(\frac54\cdot6-\frac14\cdot30)/N=0$, so the two contributions add in squares. The derivatives are

$$\frac{\partial Y}{\partial\lambda}=-\left(1+\frac\lambda\alpha\right)^{-\alpha-1}=-\frac19,$$

$$\frac{\partial Y}{\partial\alpha}=Y\left[-\ln\!\left(1+\frac\lambda\alpha\right)+\frac{\lambda}{\lambda+\alpha}\right]=\frac13\left(-\ln3+\frac23\right)=-0.144 .$$

The variance of the inferred yield is $(6/81+9\cdot0.144^2)/N=0.261/N$, a standard error of 2.1 percentage points. Counting good chips gives $\sqrt{Y(1-Y)/N}=\sqrt{(2/9)/600}$, or 1.9 points. Counting is slightly more precise than this moment estimate and needs no gamma assumption. The moment estimate is not the best use of the counts: if the gamma shape is right, a maximum-likelihood fit of $P(n)$ has a standard error of about 0.10 in $\alpha$ and 1.8 points in the yield, slightly better than counting. The fitted law is also useful for questions that counting cannot answer, such as the yield at another defect density, provided that the rates keep their gamma shape and $\alpha$ stays the same there.

For a Poisson process $E[x^k]$ is replaced by $\lambda^k$, that is 2, 4, 8, 16. The same steps give $E[n^2]=6$, $E[n^3]=22$, $E[n^4]=94$ and $\mu_4=94-176+144-48=14$. The standard error of $s^2$ is then $\sqrt{(14-4)/600}=0.13$. The excess of 4 over the Poisson variance is 31 such errors. Since the mean is measured as well, the quantity observed is $s^2-m$; with $\mu_3=22-36+16=2$ its variance is $(10+2-2\cdot2)/N=8/N$, an error of 0.115, and the excess is about 35 of these. Either way chance is ruled out as its cause.

## Part (f) [5 marks]

Keep $\alpha=1$ and $\lambda=2$ for the single chip. Estimate the effect of (i) blocks of 10 neighbouring chips sharing one rate, on the scatter of good chips per wafer; (ii) doubling the chip area at fixed defect density; (iii) an inspection that finds each defect with probability 0.8, on the inferred yield.

**Answer.** (i) Two chips with a common rate $x$ are both good with probability

$$E[e^{-2x}]=\int_0^\infty\tfrac12e^{-x/2}e^{-2x}\,dx=\frac{1/2}{5/2}=\frac15 .$$

Independent chips would give $Y^2=1/9$, so the covariance within a block is $1/5-1/9=4/45$. Each chip has 9 partners, and the variance of the number of good chips is

$$600\left[\frac29+9\cdot\frac{4}{45}\right]=600\times1.022=613 .$$

The scatter is 25 chips, against 12 for independent chips. The expected number stays at 200. The errors of part (e), which assume independent rates, grow as well: on simulated wafers with such blocks the inferred $\alpha$ scatters by about 0.28 instead of 0.12 and averages about 1.1.

(ii) If both halves of the larger chip share one rate, the yield is the $1/5$ just found. If their rates are independent, it is $(1/3)^2=1/9$. The count then has mean 4 and variance 12, so $\alpha=16/(12-4)=2$. The clustering parameter therefore belongs to a chip size as well as to a process, unless the rate is uniform over the whole of the larger chip. The Poisson law would give $e^{-4}$, or 1.8 percent.

(iii) At a fixed rate the found defects are again Poisson distributed. With $\eta=0.8$, the probability of finding $j$ is

$$\sum_{k\ge j}\frac{e^{-x}x^k}{k!}\binom kj\eta^j(1-\eta)^{k-j}=\frac{e^{-x}(\eta x)^j}{j!}\sum_{i\ge0}\frac{[(1-\eta)x]^i}{i!}=\frac{e^{-\eta x}(\eta x)^j}{j!}.$$

All rates are scaled by $\eta$. The counted mean is 1.6 and the counted variance $1.6+0.64\cdot4=4.16$. The inferred $\alpha=1.6^2/(4.16-1.6)=1$ is correct, but the inferred yield is $1/(1+1.6)=38.5$ percent, about 5 points above the true one.

**Relation to real wiring.** Two fatal defects per cm² is a high value for a chip of this size: even with the clustering assumed here, two chips in three fail. At a tenth of a defect per cm², by part (c), clustering with $\alpha=1$ changes the yield of a chip of this size by only about 0.4 percentage points; stronger clustering (smaller $\alpha$) would change it more. Neighbouring chips can have similar defect rates, and their counts are then not independent; for the blocks assumed here that roughly doubles the scatter of the wafer yield. Nor need the rates follow a gamma law, and the lognormal alternative lowers the yield by 5 points. The numerical values are collected in the output below.

## Computed results

```
critical area per chip: 1.0 cm^2
fatal defect density: 2.0 per cm^2
wafer area: 707 cm^2; chips per wafer: 600
mean count: 2.0; variance: 6.0
variance of the rate: 4.0
alpha from formula: 1.0000
alpha from root search on summed variance: 1.0000
negative-binomial yield: 33.33 percent
Poisson yield: 13.53 percent
ratio of the two yields: 2.463
good chips per wafer, clustered: 200
good chips per wafer, Poisson: 81
P(0): clustered 0.3333, Poisson 0.1353
P(1): clustered 0.2222, Poisson 0.2707
P(2): clustered 0.1481, Poisson 0.2707
P(3): clustered 0.0988, Poisson 0.1804
P(4): clustered 0.0658, Poisson 0.0902
P(5): clustered 0.0439, Poisson 0.0361
P(6 or more): clustered 0.0878, Poisson 0.0166
defects per failed chip, clustered: 3.000
defects per failed chip, Poisson: 2.313
upper limit of yield from two moments: 50.92 percent
lowest yield with rates capped at 40: 15.00 percent
yield with lognormal rate: 28.26 percent
third and fourth central moments: 30.0, 330.0
standard error of alpha, linearized: 0.122
standard error of alpha, simulated: 0.123
standard error of inferred yield, linearized: 2.08 percentage points
standard error of inferred yield, simulated: 2.06 percentage points
standard error of counted yield: 1.92 percentage points
standard error of variance if Poisson: 0.129
excess variance in those standard errors: 31
chips sharing one rate in a block: 10
scatter of good chips, independent: 11.5 chips
scatter of good chips, shared rates: 24.8 chips
double area, common rate: yield 20.00 percent
double area, independent halves: yield 11.11 percent
double area, independent halves: alpha 2.000
double area, Poisson: yield 1.83 percent
fraction of defects found: 0.80
counted mean: 1.600; counted variance: 4.160
alpha from found defects: 1.000
yield inferred from found defects: 38.46 percent
cleaner process, mean count: 0.10
cleaner process, clustered yield: 90.91 percent
cleaner process, Poisson yield: 90.48 percent
```
